# Koopmans energies: errors cancel in ionization, usually add in electron attachment: verification in Python

```python
"""Koopmans energies: how relaxation and correlation enter removal and attachment.

Result under test, for a closed-shell N-electron system:
    I = E(N-1) - E(N) = -eps_k - R + C
    A = E(N) - E(N+1) = -eps_c + R' + C'
eps_k, eps_c : energies of the emptied and of the newly filled orbital
R, R'        : Hartree-Fock energy gained by orbital relaxation of the ion
C, C'        : correlation energy (magnitude) of the larger system minus
               that of the smaller one; usually positive, not always.
Second-order sums split the corrections into relaxation, new pairs, lost pairs.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, fci, ao2mo, symm, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BOND, ANGLE = 0.96, 104.5          # angstrom, degrees


def water(basis, charge=0, symmetry=False):
    half = np.radians(ANGLE / 2)
    y, z = BOND * np.sin(half), BOND * np.cos(half)
    return gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
                 basis=basis, charge=charge, spin=charge % 2,
                 symmetry=symmetry, verbose=0)


def mo_integrals(mf, mol):
    c = np.asarray(mf.mo_coeff)
    n = c.shape[1]
    g = ao2mo.restore(1, ao2mo.kernel(mol, c), n)
    return c.T @ mf.get_hcore() @ c, g


def fci_energy(h, g, na, nb):
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.pspace_size = 800       # small problems are diagonalized in full
    solver.conv_tol = 1e-10
    solver.max_cycle = 100
    return float(solver.kernel(h, g, h.shape[0], (na, nb))[0])


def frozen_and_relaxed(h, g, na, nb):
    """Energy of the starting determinant and of the self-consistent one."""
    n = h.shape[0]
    dens = [np.diag((np.arange(n) < m).astype(float)) for m in (na, nb)]
    energies = []
    for _ in range(60):
        coul = np.einsum("pqrs,rs->pq", g, dens[0] + dens[1])
        focks = [h + coul - np.einsum("prsq,rs->pq", g, d) for d in dens]
        energies.append(0.5 * sum(np.sum((h + f) * d)
                                  for f, d in zip(focks, dens)))
        vecs = [np.linalg.eigh(f)[1] for f in focks]
        dens = [v[:, :m] @ v[:, :m].T for v, m in zip(vecs, (na, nb))]
    assert abs(energies[-1] - energies[-2]) < 1e-10
    return energies[0], energies[-1]


def second_order(eps, g, nocc, p):
    """Positive sums: relaxation, pairs of the electron in p, excitations into p."""
    n = len(eps)
    orb, spin = np.repeat(np.arange(n), 2), np.tile([0, 1], n)
    e, P = eps[orb], 2 * p
    direct = g[p][np.ix_(orb, orb, orb)].transpose(1, 0, 2)
    direct = direct * (spin == 0)[None, :, None]
    direct = direct * (spin[:, None] == spin[None, :])[:, None, :]
    w = (direct - direct.transpose(0, 2, 1)) ** 2     # |<P q||r s>|^2
    occ, vir = np.arange(2 * nocc), np.arange(2 * nocc, 2 * n)
    relax = np.sum(w[np.ix_(vir, [P], occ)][:, 0, :]
                   / (e[vir][:, None] - e[occ][None, :]))
    if p >= nocc:
        relax = np.sum(w[np.ix_(occ, [P], vir)][:, 0, :]
                       / (e[vir][None, :] - e[occ][:, None]))
    o, v = occ[occ != P], vir[vir != P]
    pairs = 0.5 * np.sum(w[np.ix_(o, v, v)] / (
        e[v][None, :, None] + e[v][None, None, :] - e[P] - e[o][:, None, None]))
    into = 0.5 * np.sum(w[np.ix_(v, o, o)] / (
        e[P] + e[v][:, None, None] - e[o][None, :, None] - e[o][None, None, :]))
    return relax, pairs, into


# ---- second-order sums against derivatives along a scaled perturbation ----
mol = water("sto-3g")
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.kernel()
h, g = mo_integrals(mf, mol)
eps = mf.mo_energy


def scaled(lam):
    return (1 - lam) * np.diag(eps) + lam * h, lam * g


def fci_second(na, nb):
    zero = eps[:na].sum() + eps[:nb].sum()
    d = [(fci_energy(*scaled(s), na, nb) + fci_energy(*scaled(-s), na, nb)
          - 2 * zero) / (2 * s * s) for s in (0.01, 0.02)]
    return (4 * d[0] - d[1]) / 3


def scf_second(na, nb, s=0.01):
    gains = []
    for lam in (s, -s):
        frozen, relaxed = frozen_and_relaxed(*scaled(lam), na, nb)
        gains.append((frozen - relaxed) / s**2)
    return np.mean(gains)


rem, att = second_order(eps, g, 5, 4), second_order(eps, g, 5, 5)
e2_minus, e2_zero, e2_plus = (fci_second(*s) for s in ((5, 4), (5, 5), (6, 5)))
removal_formula = -rem[0] + rem[1] - rem[2]
attach_formula = att[0] + att[1] - att[2]
assert abs(e2_minus - e2_zero - removal_formula) < 2e-5
assert abs(e2_zero - e2_plus - attach_formula) < 2e-5
# remaining error of the symmetric mean is of relative order s^2
assert abs(scf_second(5, 4) / rem[0] - 1) < 0.01
assert abs(scf_second(6, 5) / att[0] - 1) < 0.01
print("SECOND-ORDER TEST, H2O/STO-3G (eV)")
print(f"removal: sums {removal_formula*EV:.4f}, "
      f"full-CI derivative {(e2_minus-e2_zero)*EV:.4f}")
print(f"attachment: sums {attach_formula*EV:.4f}, "
      f"full-CI derivative {(e2_zero-e2_plus)*EV:.4f}")

# ---- valence ionization of water ----
BASIS = "aug-cc-pvdz"
mol = water(BASIS, symmetry=True)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
neutral_cc = cc.CCSD(mf, frozen=1)
neutral_cc.kernel()
assert neutral_cc.converged
corr_neutral = neutral_cc.e_corr + neutral_cc.ccsd_t()
coeff = np.asarray(mf.mo_coeff)
labels = symm.label_orb_symm(mol, mol.irrep_name, mol.symm_orb, coeff[:, :5])
assert labels[3] == "A1" and labels[4] != "A1" and labels[2] != "A1"
print(f"WATER, {BASIS}, r(OH) = {BOND} angstrom, angle = {ANGLE} degrees")
print(f"HF energy {mf.e_tot:.6f} hartree")
print(f"valence correlation energy, CCSD(T): {corr_neutral*EV:.3f} eV")
names = {4: "out-of-plane lone pair", 3: "in-plane lone pair",
         2: "O-H bonding"}
for k, name in names.items():
    cation = water(BASIS, charge=1, symmetry=True)
    ion = scf.UHF(cation)
    ion.conv_tol = 1e-11
    ion.max_cycle = 100
    ion.irrep_nelec = {
        lab: (labels.tolist().count(lab) if hasattr(labels, "tolist")
              else list(labels).count(lab),
              list(labels).count(lab) - int(lab == labels[k]))
        for lab in set(labels)}
    da = coeff[:, :5] @ coeff[:, :5].T
    db = da - np.outer(coeff[:, k], coeff[:, k])
    frozen = ion.energy_tot(np.array([da, db]))
    koop = -mf.mo_energy[k]
    assert abs(frozen - mf.e_tot - koop) < 1e-6
    ion.kernel(dm0=np.array([da, db]))
    assert ion.converged
    ion_cc = cc.UCCSD(ion, frozen=1)
    ion_cc.max_cycle = 100
    ion_cc.kernel()
    assert ion_cc.converged
    corr_ion = ion_cc.e_corr + ion_cc.ccsd_t()
    relax, corr = frozen - ion.e_tot, corr_ion - corr_neutral
    total = ion.e_tot + corr_ion - mf.e_tot - corr_neutral
    assert relax > 0 and corr > 0
    assert abs(koop - total) < relax
    print(f"{name} (eV):")
    print(f"  Koopmans {koop*EV:.3f}, HF difference "
          f"{(ion.e_tot-mf.e_tot)*EV:.3f}, CCSD(T) {total*EV:.3f}")
    print(f"  relaxation R {relax*EV:.3f}, correlation C {corr*EV:.3f}, "
          f"Koopmans error {(koop-total)*EV:.3f}")
    print(f"  ion correlation energy {corr_ion*EV:.3f}, "
          f"<S^2> of ion HF {ion.spin_square()[0]:.4f}")
h, g = mo_integrals(mf, mol)
r2, lost, gained = second_order(mf.mo_energy, g, 5, 4)
print("out-of-plane lone pair, second order (eV):")
print(f"  relaxation {r2*EV:.3f}, pairs lost {lost*EV:.3f}, "
      f"gained through hole {gained*EV:.3f}")

# ---- oxygen 1s hole, orbital occupation followed by maximum overlap ----
mol = water(BASIS)
mf = scf.RHF(mol).run(conv_tol=1e-10)
ion = scf.UHF(water(BASIS, charge=1))
occ = np.array([mf.mo_occ / 2, mf.mo_occ / 2])
occ[1, 0] = 0
orbitals = np.array([mf.mo_coeff, mf.mo_coeff])
dm = ion.make_rdm1(orbitals, occ)
ion = scf.addons.mom_occ(ion, orbitals, occ)
ion.max_cycle = 100
ion.kernel(dm0=dm)
assert ion.converged
core_koop, core_scf = -mf.mo_energy[0], ion.e_tot - mf.e_tot
assert (core_koop - core_scf) * EV > 10
print(f"O 1s hole (eV): Koopmans {core_koop*EV:.2f}, HF difference "
      f"{core_scf*EV:.2f}, R {(core_koop-core_scf)*EV:.2f}")

# ---- harmonic trap: two electrons, then one removed or one added ----
OMEGA, DEPTH = 0.5, 2.2            # hartree; potential -DEPTH + OMEGA^2 r^2/2
shells = [[0, [a, 1.0]] for a in (0.12, 0.21, 0.38, 0.8)]
shells += [[1, [a, 1.0]] for a in (0.12, 0.22, 0.4, 0.8)]
shells += [[2, [a, 1.0]] for a in (0.2, 0.45)]


def trap(electrons):
    """The atom label only carries the basis; its nuclear charge is not used."""
    m = gto.M(atom="H 0 0 0", basis={"H": shells}, charge=1 - electrons,
              spin=electrons % 2, verbose=0)
    hcore = (m.intor("int1e_kin") + 0.5 * OMEGA**2 * m.intor("int1e_r2")
             - DEPTH * m.intor("int1e_ovlp"))
    f = scf.RHF(m) if electrons == 2 else scf.UHF(m)
    f.get_hcore = lambda *args: hcore
    f.init_guess = "1e"
    f.conv_tol = 1e-11
    f.max_cycle = 200
    return m, f


mol, mf = trap(2)
mf.kernel()
assert mf.converged
h, g = mo_integrals(mf, mol)
c = np.asarray(mf.mo_coeff)
exact = {1: np.linalg.eigvalsh(h)[0], 2: fci_energy(h, g, 1, 1),
         3: fci_energy(h, g, 2, 1)}
pair_energy = exact[2] + 2 * DEPTH
# closed-form energy of two electrons at this frequency is 4*OMEGA
assert -1e-8 < pair_energy - 4 * OMEGA < 0.004
assert abs(exact[1] + DEPTH - 1.5 * OMEGA) < 1e-3
_, anion = trap(3)
dm = np.array([c[:, :2] @ c[:, :2].T, c[:, :1] @ c[:, :1].T])
frozen = anion.energy_tot(dm)
assert abs(frozen - mf.e_tot - mf.mo_energy[1]) < 1e-7
anion.kernel(dm0=dm)
assert anion.converged
koop, relax = -mf.mo_energy[1], frozen - anion.e_tot
corr2, corr3 = exact[2] - mf.e_tot, exact[3] - anion.e_tot
corr, total = corr2 - corr3, exact[2] - exact[3]
assert relax > 0 and corr > 0 and total > 0
assert koop < mf.e_tot - anion.e_tot < total
print(f"TRAP: omega = {OMEGA} hartree, offset = -{DEPTH} hartree, "
      f"{len(h)} basis functions")
print(f"two-electron energy without offset: full CI {pair_energy:.5f}, "
      f"closed form {4*OMEGA:.5f} hartree")
print(f"correlation energy: N=2 {corr2*EV:.3f}, N=3 {corr3*EV:.3f} eV")
print("attachment, N=2 to N=3 (eV):")
print(f"  Koopmans {koop*EV:.3f}, HF difference "
      f"{(mf.e_tot-anion.e_tot)*EV:.3f}, full CI {total*EV:.3f}")
print(f"  relaxation R' {relax*EV:.3f}, correlation C' {corr*EV:.3f}, "
      f"Koopmans error {(koop-total)*EV:.3f}")
r2, new, blocked = second_order(mf.mo_energy, g, 1, 1)
print(f"  second order: relaxation {r2*EV:.3f}, new pairs {new*EV:.3f}, "
      f"blocked {blocked*EV:.3f}")
koop, total = -mf.mo_energy[0], exact[1] - exact[2]
relax, corr = h[0, 0] - exact[1], -corr2
assert relax > 0 and corr > 0
assert abs(total - (koop - relax + corr)) < 1e-7
print("removal, N=2 to N=1 (eV):")
print(f"  Koopmans {koop*EV:.3f}, HF difference "
      f"{(exact[1]-mf.e_tot)*EV:.3f}, full CI {total*EV:.3f}")
print(f"  relaxation R {relax*EV:.3f}, correlation C {corr*EV:.3f}, "
      f"Koopmans error {(koop-total)*EV:.3f}")

# ---- counterexample: two-site Hubbard model at half filling ----
HOP, REP = 1.0, 1.5                # eV
c = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
site = np.zeros((2, 2, 2, 2))
site[0, 0, 0, 0] = site[1, 1, 1, 1] = REP
h = c.T @ np.array([[0, -HOP], [-HOP, 0]]) @ c
g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", site, c, c, c, c)
hf2 = frozen_and_relaxed(h, g, 1, 1)[1]
frozen3, hf3 = frozen_and_relaxed(h, g, 2, 1)
full2, full3 = fci_energy(h, g, 1, 1), fci_energy(h, g, 2, 1)
koop = -(h[1, 1] + 2 * g[1, 1, 0, 0] - g[1, 0, 0, 1])
relax, corr = frozen3 - hf3, (full2 - hf2) - (full3 - hf3)
assert abs(hf2 - frozen3 - koop) < 1e-10
assert abs(relax) < 1e-10 and corr < -0.01
assert abs(corr + np.sqrt(REP**2 / 4 + 4 * HOP**2) - 2 * HOP) < 1e-9
print(f"HUBBARD DIMER: hopping {HOP} eV, repulsion {REP} eV")
print(f"attachment (eV): Koopmans {koop:.4f}, full CI {full2-full3:.4f}, "
      f"R' {abs(relax):.4f}, C' {corr:.4f}")
print("checks complete")
```

It prints:

```
SECOND-ORDER TEST, H2O/STO-3G (eV)
removal: sums -2.5377, full-CI derivative -2.5377
attachment: sums 0.1182, full-CI derivative 0.1182
WATER, aug-cc-pvdz, r(OH) = 0.96 angstrom, angle = 104.5 degrees
HF energy -76.041257 hartree
valence correlation energy, CCSD(T): -6.328 eV
out-of-plane lone pair (eV):
  Koopmans 13.856, HF difference 11.014, CCSD(T) 12.528
  relaxation R 2.842, correlation C 1.514, Koopmans error 1.329
  ion correlation energy -4.815, <S^2> of ion HF 0.7567
in-plane lone pair (eV):
  Koopmans 15.922, HF difference 13.307, CCSD(T) 14.808
  relaxation R 2.615, correlation C 1.500, Koopmans error 1.115
  ion correlation energy -4.828, <S^2> of ion HF 0.7545
O-H bonding (eV):
  Koopmans 19.531, HF difference 17.531, CCSD(T) 18.987
  relaxation R 2.000, correlation C 1.456, Koopmans error 0.544
  ion correlation energy -4.872, <S^2> of ion HF 0.7550
out-of-plane lone pair, second order (eV):
  relaxation 4.192, pairs lost 1.647, gained through hole 0.404
O 1s hole (eV): Koopmans 559.95, HF difference 541.75, R 18.19
TRAP: omega = 0.5 hartree, offset = -2.2 hartree, 26 basis functions
two-electron energy without offset: full CI 2.00112, closed form 2.00000 hartree
correlation energy: N=2 -1.018, N=3 -1.409 eV
attachment, N=2 to N=3 (eV):
  Koopmans 4.293, HF difference 4.599, full CI 4.990
  relaxation R' 0.305, correlation C' 0.391, Koopmans error -0.696
  second order: relaxation 0.225, new pairs 0.555, blocked 0.150
removal, N=2 to N=1 (eV):
  Koopmans 25.126, HF difference 24.805, full CI 25.823
  relaxation R 0.321, correlation C 1.018, Koopmans error -0.697
HUBBARD DIMER: hopping 1.0 eV, repulsion 1.5 eV
attachment (eV): Koopmans -1.7500, full CI -1.8860, R' 0.0000, C' -0.1360
checks complete
```
